# Mirror symmetry and flexural-phonon scattering in two-dimensional crystals

## One bond

Take two atoms a distance $b$ apart in a horizontal plane, with an electron hopping amplitude $t$ that depends on bond length. Raise one atom by $h$. The length becomes

$$\sqrt{b^2+h^2}\simeq b+\frac{h^2}{2b},$$

so $t$ has no term linear in $h$: raising and lowering are mirror images.

Now let the bond start with a height difference $d_z$ and horizontal length $b$, so that its length is $d=\sqrt{b^2+d_z^2}$. Raising the upper atom changes the length by $d_zh/d$, and a linear coupling appears. If instead the whole bond tilts rigidly, its length does not change, buckled or not.

These two facts govern the crystal. The mirror forbids a linear coupling to height between states of equal mirror parity. Without the mirror, rotational invariance still restricts the coupling at long wavelength. Buckling therefore permits one-phonon flexural scattering, but does not by itself make the rate diverge.

## What the mirror forbids

Let $\sigma$ be the reflection $z\to-z$, a symmetry of both the crystal and its surroundings. Spin-orbit coupling is neglected. Since $\sigma$ leaves the in-plane wavevector $\mathbf k$ unchanged, Bloch states can be chosen with parity $p=\pm1$ at every $\mathbf k$. A flexural displacement is odd under $\sigma$, and so is its first-order perturbation $V$. Screening respects this, because an odd perturbation induces an odd first-order density. Inserting $\sigma^{-1}\sigma=1$ on both sides of $V$,

$$M=\langle \mathbf k'p'|V|\mathbf kp\rangle=p'p\,\langle \mathbf k'p'|\sigma V\sigma^{-1}|\mathbf kp\rangle=-p'p\,M .$$

For $p'=p$ this gives $M=0$ at any phonon wavevector $\mathbf q$. Opposite parities may still be coupled, and two-phonon processes remain.

In a honeycomb model with one $s$ and three $p$ orbitals per atom and unequal vertical displacements of the two atoms, the largest same-parity element was $1.6\times10^{-14}$ eV per lattice constant, against 13.21 for opposite parity. After buckling, the largest element within one band was 6.19. Self-consistent molecular calculations (RHF/6-31G) illustrate the rule with screening included; for a planar molecule the up and down geometries are mirror images, so the zero follows from symmetry alone. Moving the central atom out of plane changes the occupied orbital energies of planar BH$_3$ with zero slope to the printed precision. The highest occupied level of pyramidal NH$_3$ has slope $-4.07$ eV/Å in this basis. Bases with polarization functions give $-4.3$ to $-4.5$ eV/Å, so only the size is meaningful.

## What rotation forbids

A free, tensionless sheet with height $h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, area $A$ and bending rigidity $\kappa$ has energy $\frac A2\sum_{\mathbf q}\kappa q^4|h_{\mathbf q}|^2$. With mass density $\rho$, $\omega=\sqrt{\kappa/\rho}\,q^2$. The pair $\pm\mathbf q$ has energy $A\kappa q^4|h_{\mathbf q}|^2$ and two real degrees of freedom. Classical equipartition gives it $kT$, so

$$A\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{\kappa q^4}.$$

Such a mode must be a local rotation to first order in $q$. Otherwise bonds would be strained by an amount of order $qh$, the energy would scale as $q^2h^2$, and the frequency would be linear in $q$. An atom at height $z_i$ therefore moves by $h$ vertically and by $-z_i\nabla h$ horizontally. For a bond $\mathbf d=(\mathbf d_\parallel,d_z)$, the relative displacement is

$$\delta\mathbf d=(-d_z\nabla h,\ \mathbf d_\parallel\cdot\nabla h)+O(q^2h),$$

and $\mathbf d\cdot\delta\mathbf d=-d_z\mathbf d_\parallel\cdot\nabla h+d_z\mathbf d_\parallel\cdot\nabla h=0$ at first order.

Rotating a bond rotates its hopping matrix. If $G$, of order $qh$, generates the local orbital rotation on each site, then $\delta H=[G,H]+O(q^2h)$, provided the on-site terms rotate with the crystal. Hence

$$\langle\mathbf k'|\delta H|\mathbf k\rangle=(E_{\mathbf k}-E_{\mathbf k'})\langle\mathbf k'|G|\mathbf k\rangle+O(q^2h).$$

Within one smooth band the energy difference is of order $q$, and so is $G$. The whole element is therefore $O(q^2h)$: electrons respond to curvature, not to tilt.

Inversion removes one more order. Inversion reverses both height and position, so it sends the perturbation $V_{\mathbf q}$ to $-V_{-\mathbf q}$. Time reversal conjugates the wave and restores $\mathbf q$. Their product is antiunitary, leaves $\mathbf k$ fixed and changes the sign of $V_{\mathbf q}$. With phases chosen so that it leaves a nondegenerate spinless state unchanged, $M=-M^*$. Hermiticity gives $M_{\mathbf k\mathbf k'}(-\mathbf q)=M^*_{\mathbf k'\mathbf k}(\mathbf q)=-M_{\mathbf k'\mathbf k}(\mathbf q)$. At fixed midpoint of $\mathbf k$ and $\mathbf k'$, $M$ is thus odd in $\mathbf q$. The linear term is already absent, so if $M$ is analytic in $\mathbf q$ the series starts at $q^3$. Two cases escape this. Near a degeneracy such as the Dirac point $\mathbf K$ of a buckled honeycomb, the coefficient of $q^3$ grows as $1/|\mathbf k-\mathbf K|$, and elastic scattering around the cone, where $q\sim|\mathbf k-\mathbf K|$, is of order $q^2$. In a centrosymmetric layer with threefold symmetry, such as the 1T structure, curvature can also induce an in-plane polarization. Its charge is of order $q^3h$ and its unscreened two-dimensional Coulomb potential is of order $q^2h$, odd in $\mathbf q$ but not analytic.

A buckled lattice with a rotationally invariant force field tests these powers. The frequency exponent was 2.000. In this short-range model, at wavevectors far from the Dirac point, the coupling exponent was 2.002 for two different atoms and 3.003 for identical ones. With purely vertical motion it was 1.002: omitting $-z_i\nabla h$ turns the rotation into a shear and creates a false linear coupling.

## From coupling to mobility

Let $S(q)=A\langle|V_{\mathbf q}|^2\rangle$, with $V_{\mathbf q}$ now the Fourier component of the scattering potential. Assume a parabolic band of mass $m$, unit Bloch overlap, and phonon energies small enough for elastic scattering. Fermi's golden rule, weighted by the loss of forward momentum, gives

$$\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}S(q)(1-\cos\theta)\,\delta(E_{k'}-E_k).$$

Since $\int k'dk'\,\delta(E_{k'}-E_k)=m/\hbar^2$,

$$\frac1\tau=\frac{m}{2\pi\hbar^3}\int_0^{2\pi}d\theta\,(1-\cos\theta)\,S(q),\qquad q=2k\sin\frac\theta2 .$$

For nondegenerate carriers the Boltzmann equation weights $\tau$ by the squared velocity, proportional to $E$, and by $e^{-E/kT}$; the density of states is constant. With $x=E/kT$,

$$\mu=\frac em\int_0^\infty x\,\tau(x)\,e^{-x}dx .$$

If $V\propto q^nh$, then $S\propto q^{2n-4}$. At small angle $q\simeq k\theta$, so the total rate contains $\int d\theta\,\theta^{2n-4}$. With a lower cutoff $q_c$ it grows as $q_c^{-3}$ for $n=0$ and $q_c^{-1}$ for $n=1$, and stays finite for $n=2$. The transport rate has an extra $1-\cos\theta\simeq\theta^2/2$. It diverges for $n=0$, as $q_c^{-1}$, and is finite for $n=1$ and $n=2$. A divergent total rate thus need not mean zero mobility.

## The contributions in turn

The example is a suspended sheet at 300 K with $kT=25.85$ meV, $m=0.2m_e$, $\kappa=1$ eV, in-plane stiffness $C=40$ N/m (250 eV/nm$^2$) and Poisson ratio $\nu=0.2$. The thermal wavevector $k_T=\sqrt{2mkT}/\hbar=0.368$ nm$^{-1}$ gives

$$\frac{\hbar^2}{m}=\frac{2kT}{k_T^2}=\frac{2(0.02585)}{0.368^2}=0.38\ \mathrm{eV\,nm^2}.$$

**In-plane acoustic phonons.** A longitudinal wave has energy $ACq^2|u_{\mathbf q}|^2$ per pair $\pm\mathbf q$, so its strain spectrum is $kT/C$. A deformation potential $D=3$ eV gives $S=D^2kT/C$. The angular integral is $2\pi$, hence

$$\frac{\hbar}{\tau}=\frac{D^2kT}{C\hbar^2/m}=\frac{9(0.02585)}{250(0.38)}=2.4\ \mathrm{meV}.$$

The mobility is about 2370 cm$^2$/Vs, with or without the mirror.

**Curvature coupling.** For the allowed $q^2$ coupling take $V=\lambda\nabla^2h$ with $\lambda=0.1$ eV nm. The factors $q^4$ cancel, leaving $S=\lambda^2kT/\kappa$ and

$$\frac1\tau=\frac{m\lambda^2kT}{\hbar^3\kappa},\qquad \mu=\frac{e\hbar^3\kappa}{m^2\lambda^2kT}.$$

Here $\hbar/\tau=(0.01)(0.02585)/0.38=0.68$ meV, and $\mu$ is about 8500 cm$^2$/Vs. Nothing diverges.

**Imposed linear coupling.** Suppose an external constraint produces $|V_{\mathbf q}|=D_1q|h_{\mathbf q}|$ while the frequency stays quadratic. This is a limiting model, since a real support generally changes the frequency too. Then $S=D_1^2kT/(\kappa q^2)$. Because $1-\cos\theta=2\sin^2(\theta/2)$, the angular integrand is the constant $1/(2k^2)$, its integral is $\pi/k^2$, and with $k^2=2mE/\hbar^2$

$$\frac1\tau=\frac{mD_1^2kT}{2\hbar^3\kappa k^2}=\frac{D_1^2kT}{4\hbar\kappa E}.$$

So $\tau=4\hbar\kappa x/D_1^2$. Since $\int x^2e^{-x}dx=2$,

$$\mu=\frac{8e\hbar\kappa}{mD_1^2}.$$

For $D_1=0.2$ eV this is about 1160 cm$^2$/Vs. The total rate lacks the factor $1-\cos\theta$, and its angular integral is

$$\frac{2}{4k^2}\int_{\theta_c}^{\pi}\frac{d\theta}{\sin^2(\theta/2)}=\frac{\cot(\theta_c/2)}{k^2},\qquad q_c=2k\sin\frac{\theta_c}2 .$$

It exceeds the transport rate by $\cot(\theta_c/2)/\pi$. With $q_c=2\pi/L$ and $E=kT$, the ratio is 37 for $L=1$ µm and 373 for 10 µm, while the transport rate settles to a constant.

Setting $D_1$ equal to the in-plane 3 eV would divide the mobility by $(3/0.2)^2=225$, giving about 5 cm$^2$/Vs. But $\hbar/\tau=D_1^2/4\kappa$ at $E=kT$ would then be 2.25 eV, far above $kT$, and the golden rule would have failed.

**Perpendicular field.** A field $F$ gives $V=eFh$, so $n=0$. It breaks the mirror of the surroundings, and so affects a planar crystal too. A gate on one side of a sheet with carrier density $N$ produces a mean field $eN/2\epsilon_0$, here 0.09 MV/cm for $N=10^{11}$ cm$^{-2}$. Tension changes $\kappa q^4$ to $\kappa q^2(q^2+q_c^2)$. The angular integral becomes

$$\frac1{2k^2}\int_0^{2\pi}\frac{d\theta}{q_c^2+2k^2(1-\cos\theta)}=\frac{\pi}{k^2q_c\sqrt{q_c^2+4k^2}},$$

by $\int_0^{2\pi}d\theta/(a-b\cos\theta)=2\pi/\sqrt{a^2-b^2}$. Thus

$$\frac1\tau=\frac{m(eF)^2kT}{2\hbar^3\kappa k^2q_c\sqrt{q_c^2+4k^2}}.$$

Without screening, this formula gives about 4350 cm$^2$/Vs for a cutoff length of 1 µm, and the value falls roughly as the inverse of that length. This shows the divergence, not a usable mobility: at 1 µm the potential fluctuations with $q>q_c$ already have a root-mean-square size of about 54 meV, twice $kT$, and the golden rule fails.

In a real device the cutoff is not free either. The gate pulls on the sheet with pressure $P=e^2N^2/2\epsilon_0$, here about 1450 Pa. A clamped strip of width $L$ without initial tension sags into a parabola with strain $P^2L^2/24\gamma^2$, where $\gamma$ is the tension. Setting this equal to $\gamma/C$ gives $\gamma=(CP^2L^2/24)^{1/3}$, or 0.015 N/m for $L=1$ µm. Then $q_c=\sqrt{\gamma/\kappa}\simeq0.3$ nm$^{-1}$, and the divergence is cut off long before the size of the sheet matters. This estimate ignores the length stored in thermal ripples, which the tension pulls out. Including it lowers $\gamma$ to between 0.005 and 0.01 N/m and $q_c$ to about 0.2 nm$^{-1}$, which leaves the conclusion unchanged.

The carriers screen this potential. A potential energy $U$ induces a density $-NU/kT$, which acts back through the two-dimensional Coulomb energy $e^2/2\epsilon_0q$. Hence $U=V/(1+q_s/q)$, with $q_s=e^2N/(2\epsilon_0kT)=0.35$ nm$^{-1}$. For $q\ll q_s$, $S$ gains a factor $q^2/q_s^2$ and the transport divergence disappears. For micrometre cutoff lengths the mobility limit becomes about $4\times10^5$ cm$^2$/Vs, nearly independent of the cutoff while $q_c\ll q_s$. The gate-induced tension does not meet that condition; with $q_c\simeq0.3$ nm$^{-1}$ the limit is about twice as large. This response is static and long-wavelength, so only the size of the figure is meaningful.

**Two flexural phonons.** The mirror leaves this term. Height fluctuations stretch the sheet by $A_{ij}=\frac12\partial_ih\,\partial_jh$, and in-plane motion relaxes part of the strain. Choose $\mathbf q$ along $x$. In-plane displacements can adjust $u_{xx}$ and $u_{xy}$ but not $u_{yy}=A_{yy}$. At the minimum $u_{xy}=0$ and the $xx$ stress vanishes, so $u_{xx}=-\nu A_{yy}$. The dilation is $(1-\nu)A_{yy}$.

Since $q_y=0$, $A_{yy}(\mathbf q)=\frac12\sum_{\mathbf p}p_y^2h_{\mathbf p}h_{\mathbf q-\mathbf p}$. For Gaussian heights two equal pairings contribute, giving the spectrum $\frac12(kT/\kappa)^2I$ with

$$I=\int\frac{d^2p}{4\pi^2}\frac{\sin^4\phi}{|\mathbf q-\mathbf p|^4}.$$

Put $p=yq$. For $y<1$, use

$$\frac{\sin\phi}{1-2y\cos\phi+y^2}=\sum_{n\ge1}y^{n-1}\sin n\phi .$$

Multiplying by $\sin\phi$ gives $\frac12[1+y\cos\phi-(1-y^2)\sum_{m\ge2}y^{m-2}\cos m\phi]$. The angular integral of its square is $\frac\pi4[2+y^2+(1-y^2)]=3\pi/4$. For $y>1$ the result is $3\pi/(4y^4)$. Radial integration with weight $y\,dy$ gives $3\pi/8$ from each range, so $I=3/(16\pi q^2)$ and

$$S=\frac{3D^2(1-\nu)^2}{32\pi q^2}\left(\frac{kT}{\kappa}\right)^2 .$$

This is the linear-coupling form with $D_1^2$ replaced by $3D^2(1-\nu)^2kT/(32\pi\kappa)=0.0044$ eV$^2$. Therefore

$$\mu=\frac{256\pi e\hbar\kappa^2}{3mD^2(1-\nu)^2kT},$$

about 10 400 cm$^2$/Vs.

## Weighing them

Rates must be added at each energy before averaging. With all other parameters held fixed and the gate field omitted:

- a mirror-symmetric sheet, with in-plane and two-phonon scattering, has 1768 cm$^2$/Vs;
- adding curvature coupling gives 1456, a loss of 18%;
- adding the imposed linear coupling instead gives 657, a loss of 63%.

In this example the mirror's benefit is moderate for a free sheet, and larger when an external constraint would supply a linear coupling, provided the constraint itself respects the mirror. A one-sided support can couple a planar sheet too. The size depends on $\lambda$ and $D_1$, whose squares set the added rates.

The elastic and nondegenerate approximations hold well. At $E=kT$ the largest wavevector in one-phonon scattering is $2k_T$. The flexural phonon energy there is 0.09 meV. With $\rho=2.5$ mg/m$^2$ the in-plane one is $2\hbar k_T\sqrt{C/\rho}\simeq1.9$ meV. Both are small against $kT$. The density is 0.046 of the density of states times $kT$. For the imposed linear coupling, $\hbar/\tau=10$ meV is not small against $kT$, so that mobility is an estimate. Screening of this coupling, if it acts as a scalar potential, would raise its separate mobility limit from 1160 to between 2000 and 3000 cm$^2$/Vs, depending on how the carriers respond at wavevectors near $2k_T$. The in-plane, curvature and two-phonon couplings are also used unscreened.

Anharmonic stiffening is also large. The relaxed stretching energy density is $\frac12YA_{yy}^2$, with $Y=C(1-\nu^2)$. Pairing one long wave with thermal waves gives the same integral $I$, and to one loop

$$\kappa\to\kappa\left(1+\frac{q_*^2}{q^2}\right),\qquad q_*^2=\frac{3YkT}{16\pi\kappa^2}.$$

Here $q_*=0.61$ nm$^{-1}$ exceeds $k_T$. The correction roughly doubles the separate curvature and linear mobilities, to 16 800 and 2310 cm$^2$/Vs. The two-phonon rate, which varies as $1/\kappa^2$, falls further, and its separate mobility limit roughly triples. The two losses above become about 13% and 51%. The one-loop formula is used beyond its small-correction range, so it shows the size of the uncertainty, not a corrected result.

For constant $S$ the rate depends on the masses only through the density-of-states mass $\sqrt{m_1m_2}$, while the direction-averaged mobility follows the mean of $1/m_1$ and $1/m_2$. A mass ratio of 3 at fixed $\sqrt{m_1m_2}$ therefore multiplies the direction-averaged mobility by $(1+3)/(2\sqrt3)=1.155$.

## Beside a real sheet

The mass, stiffness, rigidity and the couplings $D$, $D_1$ and $\lambda$ are round values chosen for illustration, not calculated for any material, so these mobilities are not predictions for one. The density is chosen low enough for Maxwell statistics. At $10^{12}$ cm$^{-2}$ the degeneracy ratio would be about 0.46, and Maxwell statistics would overstate the screening response by about 25%. A sheet that rests on or between other layers is no longer free: the support changes the flexural frequencies and can break both mirror and rotational invariance. In the limiting model above, replacing curvature coupling by the imposed linear one moves the result from 1456 to 657 cm$^2$/Vs. Impurities, optical phonons and intervalley scattering are left out and would add further rates. The numerical output below lists the values used here.

## Table of computed values

```
LATTICE MODEL (energies eV, lengths in lattice constants)
planar, same parity, largest coupling: 1.6e-14 eV per lattice constant
planar, opposite parity, largest: 13.21 eV per lattice constant
buckled, largest band-diagonal: 6.19 eV per lattice constant
exponent of flexural frequency in q: 2.000
exponent of coupling, vertical motion only: 1.002
exponent of coupling, true mode, polar: 2.002
exponent of coupling, true mode, centrosymmetric: 3.003
MOLECULES (RHF/6-31G), orbital energy slope, out-of-plane motion
planar BH3, largest occupied: 0.0e+00 eV/angstrom
pyramidal NH3, highest occupied: -4.07 eV/angstrom
INFRARED: power of 1/q_c in the rate, coupling ~ q^n
n=0: total 3.000, transport 1.000
n=1: total 1.000, transport 0.000
n=2: total 0.000, transport 0.000
EXAMPLE INPUTS
T = 300 K, kT = 25.85 meV, mass = 0.2 m_e, kappa = 1.0 eV
in-plane stiffness = 40 N/m, Poisson ratio = 0.2, density = 2.5 mg/m2
D in-plane = 3.0 eV, D imposed linear = 0.2 eV, lambda = 0.1 eV nm
carriers = 1e+11 cm-2, mean gate field = 0.0905 MV/cm
thermal wavevector = 0.368 nm-1, q_c for 1 um = 0.00628 nm-1
MOBILITIES (cm2/Vs)
in-plane acoustic: 2366
flexural, curvature coupling: 8531
flexural, imposed linear coupling: 1158
two-phonon flexural: 10421
gate field, unscreened, 1 um: 4352; 10 um: 461
gate field, screened, 1 um: 431225; 10 um: 420127
mirror-symmetric sheet (acoustic + two-phonon): 1768
buckled sheet (adds curvature coupling): 1456
buckled sheet with imposed linear coupling instead: 657
IMPOSED LINEAR COUPLING: total rate / transport rate at E = kT
cutoff length 0.1 um: 3.7
cutoff length 1 um: 37.3
cutoff length 10 um: 373.3
NEGLECTED EFFECTS
largest phonon energy at E = kT: 0.090 meV
density / (density of states x kT): 0.046
screening wavevector: 0.350 nm-1
hbar/tau at E = kT, imposed linear: 10.00 meV
hbar/tau at E = kT, curvature: 0.679 meV
hbar/tau at E = kT, gate field unscreened, 1 um: 4.42 meV
anharmonic wavevector: 0.608 nm-1
one-loop stiffened mobility, curvature: 16807 cm2/Vs
one-loop stiffened mobility, linear: 2310 cm2/Vs
screened mobility, linear: 2854 cm2/Vs
mass ratio 3: mean mobility factor, constant S: 1.155
```
